Excess kurtosis of a delta marker under intermittent dopant migration

**Question**

I am stuck on an exercise about boron diffusion in silicon. A thin buried layer (a delta marker) is annealed. Each dopant sits on a lattice site, becomes mobile now and then, migrates a short way and is immobile again. The displacements are independent and Laplace-distributed with decay length λ, and the number of migration events per atom is Poisson with mean θ. I am asked to show that the excess kurtosis of the marker is 6/θ.

I argued that an atom makes θ events, so I added the cumulants of θ Laplace variables. The variance comes out as 2θλ², which seems right, but the excess kurtosis comes out as 3/θ. Where is the other half? Do the atoms that never moved count? And could I use this on a measured profile, say with λ = 5 nm, an event rate of 2×10⁻⁴ s⁻¹ and an anneal of 10⁴ s near 800 °C?

**Answer**

Your sum is correct for atoms that all make the same number of events. Here the number differs from atom to atom, and that scatter supplies the other half. The atoms that never moved do count.

**What is assumed**

Let x be the displacement of an atom along depth, measured from the marker. The excess kurtosis is

K = ⟨x⁴⟩/⟨x²⟩² − 3,

which is zero for a Gaussian. I assume an unbounded crystal, no loss of dopant, an ideally thin initial marker, and an event rate g that is the same for all atoms at all times. The time spent mobile is negligible beside the anneal time t. Events then occur independently at rate g, so their number N is Poisson with mean θ = gt:

P(N = n) = e^(−θ) θⁿ/n!.

**Where the Laplace law comes from**

Release an atom at x = 0, let it diffuse with diffusivity D_m, and let it be captured at rate r. While it is mobile its density m(x,τ) obeys

∂m/∂τ = D_m ∂²m/∂x² − r m, m(x,0) = δ(x).

The density of stopping points is f(x) = r ∫₀^∞ m dτ. Integrate the equation over τ. The left side gives m(x,∞) − m(x,0) = −δ(x), and multiplication by r leaves

D_m f″ − r f = −r δ(x).

Away from the origin the decaying solution is f = A exp(−|x|/λ), with λ² = D_m/r. Integrating across the origin fixes A through the jump in slope:

D_m(−2A/λ) = −r, so A = rλ/(2D_m) = 1/(2λ).

Hence one event has the displacement density

f(ξ) = exp(−|ξ|/λ)/(2λ).

Its odd moments vanish by symmetry. The two halves of the even moments are equal, so

⟨ξ²⟩ = (1/λ) ∫₀^∞ ξ² e^(−ξ/λ) dξ = 2! λ² = 2λ²,

⟨ξ⁴⟩ = (1/λ) ∫₀^∞ ξ⁴ e^(−ξ/λ) dξ = 4! λ⁴ = 24λ⁴.

**First hold the number of events fixed**

For an atom with n events, x = ξ₁ + … + ξₙ. In x² the cross terms average to zero, which leaves

⟨x²⟩ₙ = 2nλ².

In x⁴ two kinds of term survive. There are n terms ξᵢ⁴. There are also n(n−1)/2 pairs, each contributing ξᵢ²ξⱼ² with the coefficient 4!/(2!2!) = 6. Therefore

⟨x⁴⟩ₙ = n⟨ξ⁴⟩ + 3n(n−1)⟨ξ²⟩²
= 24nλ⁴ + 12n(n−1)λ⁴
= 12(n² + n)λ⁴.

The excess kurtosis at fixed n is

Kₙ = 12(n² + n)/(4n²) − 3 = 3/n.

This is your result with n in place of θ.

**Then average over the number of events**

The marker contains atoms with every value of N, so the moments must be averaged before the ratio is formed. The Poisson distribution gives ⟨N⟩ = θ and

⟨N(N−1)⟩ = e^(−θ) Σ n(n−1)θⁿ/n! = θ² e^(−θ) Σ θ^(n−2)/(n−2)! = θ²,

where the sums start at n = 2. Hence ⟨N²⟩ = θ² + θ, and

⟨x²⟩ = 2λ²⟨N⟩ = 2θλ²,

⟨x⁴⟩ = 12λ⁴(⟨N²⟩ + ⟨N⟩) = 12λ⁴(θ² + 2θ).

The kurtosis follows:

K = 12(θ² + 2θ)λ⁴/(4θ²λ⁴) − 3 = 3 + 6/θ − 3 = 6/θ.

No expansion in θ was made, so this holds for every θ > 0, and λ has cancelled. Setting N = θ for every atom replaces ⟨N²⟩ by θ² and loses a term 12θλ⁴ from the fourth moment. Divided by 4θ²λ⁴, that term is the missing 3/θ.

The number six belongs to the Laplace law. For any symmetric single-event distribution with a finite fourth moment, the same averaging gives ⟨x⁴⟩ = θ⟨ξ⁴⟩ + 3θ²⟨ξ²⟩², so

K = ⟨ξ⁴⟩/(θ⟨ξ²⟩²).

Jumps of fixed length ±a would give 1/θ, Gaussian displacements 3/θ, and Laplace displacements 24/(4θ) = 6/θ.

**The same result from the characteristic function**

This route takes your cumulants and makes them work. For one event,

c(k) = ⟨cos kξ⟩ = Re (1/λ)∫₀^∞ e^(−ξ/λ + ikξ) dξ = Re 1/(1 − ikλ) = 1/(1 + k²λ²).

For n independent events it is cⁿ. Averaging over N gives

φ(k) = e^(−θ) Σ (θc)ⁿ/n! = exp[θ(c − 1)] = exp[−θk²λ²/(1 + k²λ²)].

At small k,

ln φ = −θλ²k² + θλ⁴k⁴ − ….

On the other side, φ = 1 − ⟨x²⟩k²/2 + ⟨x⁴⟩k⁴/24 − …. With ln(1+z) = z − z²/2 + … the k⁴ coefficient of ln φ is

⟨x⁴⟩/24 − ⟨x²⟩²/8 = (⟨x⁴⟩ − 3⟨x²⟩²)/24 = κ₄/24.

Comparison gives κ₂ = ⟨x²⟩ = 2θλ² and κ₄ = 24θλ⁴, so K = κ₄/κ₂² = 6/θ again.

**Limits, and the atoms that never moved**

For large θ, measure x in units of its standard deviation by putting k = q/(λ√(2θ)). Then k²λ² = q²/(2θ) tends to zero and ln φ tends to −q²/2, which is a Gaussian. The approach is slow: K falls to 0.1 only at θ = 60.

For small θ most atoms are still in the original spike. They add nothing to either moment but stay in the normalization. Both moments are then proportional to θ, and the ratio ⟨x⁴⟩/⟨x²⟩² grows as 1/θ.

If you left out the unmoved fraction e^(−θ), both moments would be divided by 1 − e^(−θ). The ratio of the fourth moment to the squared second moment would then be multiplied by 1 − e^(−θ):

K_moved = (3 + 6/θ)(1 − e^(−θ)) − 3.

As θ → 0 this tends to 6 − 3 = 3, the value for a single Laplace displacement. The result 6/θ therefore requires that all atoms be counted.

**When the rate is not constant**

The depth profile C obeys

∂C/∂t = −gC + g ∫ f(x−x′) C(x′) dx′.

Its Fourier transform is dφ/dt = g(c − 1)φ. If g varies in time but λ does not, the solution is the same φ with θ = ∫g dt, and K = 6/θ survives. If λ varies too, the cumulants accumulate separately:

K = 6 ∫gλ⁴dt / (∫gλ²dt)² ≥ 6/∫g dt,

where the inequality is that of Cauchy and Schwarz.

If instead each atom keeps its own mean event number, with average θ̄ and variance V across the marker, then ⟨N⟩ = θ̄ and ⟨N²⟩ = θ̄² + V + θ̄. The fourth moment gains 12Vλ⁴, and

K = 6/θ̄ + 3V/θ̄².

Such a spread would make θ look too small if you read it from 6/K.

**Your numbers**

The mean event number is

θ = 2×10⁻⁴ s⁻¹ × 10⁴ s = 2.

The variance is 2 × 2 × (5 nm)² = 100 nm², so the standard deviation is 10 nm. The long-time diffusivity is

D = ⟨x²⟩/(2t) = gλ² = 100×10⁻¹⁴ cm²/(2×10⁴ s) = 5×10⁻¹⁷ cm²/s,

and K = 6/2 = 3.

I also solved the equation for C numerically on a depth grid, starting from a spike in one cell. That gave a variance of 100.01 nm² and K = 3.000. Runs at θ = 0.5 and θ = 8 gave 11.999 and 0.750, where 6/θ is 12 and 0.75. Applying the Laplace displacement exactly two or four times gave 1.500 and 0.750, in agreement with 3/n.

At θ = 2 a fraction 0.135 of the atoms has never moved. Without them the kurtosis would be 6 × 0.8647 − 3 = 2.19. The tails are heavy: 1.5% of the atoms lie more than 30 nm, or three standard deviations, from the marker, against 0.27% for a Gaussian of the same variance.

**Reading a profile backwards**

From a measured variance and kurtosis the model gives

θ = 6/K, λ² = ⟨x²⟩K/12, g = θ/t.

The second relation holds because 2θλ² × (6/θ)/12 = λ². The variance alone yields only the product gλ²; the kurtosis separates frequent short migrations from rare long ones.

A real marker has an initial width. If it is Gaussian with standard deviation s and independent of the later displacement, φ is multiplied by exp(−k²s²/2). This adds s² to κ₂ and nothing to κ₄:

K = 24θλ⁴/(s² + 2θλ²)².

For s = 2 nm this is 30000/104² = 2.77, which is 8% below the ideal value.

**How far this carries to real silicon**

Boron in silicon migrates with the help of silicon self-interstitials, and the event picture describes that process. Your λ and g give gλ² = 5×10⁻¹⁷ cm²/s, close to the intrinsic boron diffusivity near 800 °C, roughly 4×10⁻¹⁷ cm²/s. Published fits differ by a factor of a few at this temperature, so this is a rough check on their product, and no check on each value separately. I took a dose of 2×10¹¹ cm⁻², which is low for a marker, so that the initial peak of 4×10¹⁷ cm⁻³ stays below the intrinsic carrier density, roughly 2×10¹⁸ cm⁻³. The neglected effects, for these numbers, are as follows.

- *Finite mobile time.* I replaced the instantaneous events by two populations, one immobile and one diffusing, with λ held at 5 nm. A mean mobile lifetime as long as 1 s shifts K by −0.0006.

- *Surface.* With the marker 100 nm deep, the part of the unbounded profile that would lie beyond the surface carries about 0.03% of the fourth moment. The surface matters little here as a boundary for the boron. It can still disturb the interstitial supply, which this estimate leaves out.

- *Holes from the boron itself.* Substitutional boron is negatively charged. Suppose it becomes a neutral mobile species by reacting with a positive interstitial. At a fixed density of neutral interstitials, the equilibrium density of positive ones is proportional to the hole density p, and so is the event rate. Local charge neutrality gives p/n_i = 1.105 at the initial peak. With this rate and the 2 nm initial width, the numerical profile has a variance of 107 nm² and K = 2.62, against 104 nm² and 2.77 for the width alone. The Debye length is 3.9 nm, larger than the initial width, so the holes spread out and local neutrality overstates their peak density. With the hole density taken from the Poisson–Boltzmann equation instead, the initial peak is p/n_i = 1.046, the variance 106 nm² and K = 2.67.

- *Detection floor.* This is the largest of the four. With a floor of 10¹⁵ cm⁻³, a rough figure for a good depth profile, the ideal profile disappears from view about 35 nm from its centre. The hidden tails hold 41% of the fourth moment. The visible part has a variance of 88 nm² and K = 1.53, about half the true value. The size of this loss follows from the low dose: at 2×10¹² cm⁻² the same floor hides 13% of the fourth moment of the ideal profile and leaves K = 2.47, but the initial peak then exceeds n_i and the hole effect grows.

Now combine initial width, holes and floor. The visible profile has a variance of 95.5 nm² and K = 1.28. The backward formulas then give

θ = 6/1.276 = 4.70, λ = √(95.46 × 1.276/12) nm = 3.19 nm.

The last digit of θ depends on the depth grid, because the floor cuts the profile at a cell: cells of 0.1 nm instead of 0.25 nm give 4.68. The treatment of the holes matters more: screened holes in place of local neutrality give a variance of 94.5 nm², K = 1.31 and θ = 4.57, so θ is known here only as 4.6 to 4.7. The values put in were 2 and 5 nm. The inferred event rate is 4.7×10⁻⁴ s⁻¹, too high by a factor of about 2.3. Yet the variance gives D = 4.8×10⁻¹⁷ cm²/s, only about 5% below gλ². That agreement is partly luck: the initial width and the holes raise the variance from 100 to 107 nm², and the floor then lowers it to 95 nm². A plausible D is therefore no evidence that g and λ have been separated correctly.

For data with a floor, it is better to compute the profile from the equation for C, starting from the measured initial profile, and to fit it over the visible range. The hidden tails then do not have to be measured, though the fit still relies on the model's assumptions.

The depth resolution of the measurement was also left out above. A one-sided exponential tail of decay length 2 nm would turn the ideal variance and K into 104 nm² and 2.78, and one of 4 nm into 116 nm² and 2.34. Two further effects are not sized here. Boron may form immobile clusters, and implantation damage can supply excess interstitials that vary in time and depth (transient enhanced diffusion). A variation of g in time alone merely changes θ to ∫g dt. A variation in depth breaks the assumption of a common rate, and 6/θ need not hold.

The remaining figures are in the numerical output below.

Values computed for the example and the checks

```
Laplace decay length: 5.0 nm
event rate: 2.0e-04 1/s
anneal time: 10000 s
temperature: 800 deg C
mean event number theta: 2.00
one-event mean square displacement: 50.00 nm^2
one-event mean fourth power: 15000.0 nm^4
profile variance, grid: 100.01 nm^2
profile standard deviation, grid: 10.00 nm
effective diffusivity: 5.00e-17 cm^2/s
excess kurtosis, grid: 3.000
excess kurtosis, 6/theta: 3.000
grid kurtosis at theta = 0.5: 11.999
grid kurtosis at theta = 2.0: 3.000
grid kurtosis at theta = 8.0: 0.750
kurtosis for exactly 1 event(s): 2.999
kurtosis for exactly 2 event(s): 1.500
kurtosis for exactly 3 event(s): 1.000
kurtosis for exactly 4 event(s): 0.750
unmoved fraction, grid: 0.1353
unmoved fraction, exp(-theta): 0.1353
kurtosis of moved atoms only, grid: 2.188
kurtosis of moved atoms only, formula: 2.188
three-sigma distance: 30.0 nm
fraction beyond it, both sides: 0.01490
same fraction for a Gaussian: 0.00270
initial marker standard deviation: 2.0 nm
kurtosis with initial width, grid: 2.773
kurtosis with initial width, formula: 2.774
assumed long mobile lifetime: 1.0 s
kurtosis shift from that lifetime: -6.00e-04
marker depth: 100 nm
fourth-moment share beyond surface: 2.83e-04
marker dose: 2.0e+11 cm^-2
assumed intrinsic density: 2.0e+18 cm^-3
initial peak boron: 3.99e+17 cm^-3
initial peak p/n_i: 1.105
intrinsic Debye length: 3.87 nm
variance with width and holes: 107.44 nm^2
kurtosis with width and holes: 2.624
detection floor: 1.0e+15 cm^-3
ideal profile meets floor at: 35.25 nm
fourth-moment share lost below floor: 0.414
variance of ideal profile cut at floor: 88.40 nm^2
kurtosis of ideal profile cut at floor: 1.534
combined case meets floor at: 35.75 nm
combined case variance: 95.46 nm^2
combined case kurtosis: 1.276
theta inferred from combined case: 4.70
lam inferred from it: 3.19 nm
```
